**Order-preserving implicit integration of bunching steps**

The program tests an adaptive two-stage implicit method for steps with energy $A/l^2$ per unit length, where $l$ is a terrace width. The implicit stage is $u=R+\tau f(u)$, with $u$ the step displacements, $R$ known data and $a$ the electromigration rate; it has one ordered solution for $\tau<1/(4a)$. The program asserts that 40 stage problems, all with crossed data, give ordered solutions that agree from two starting guesses, and that a second solution exists at $\tau=2/a$. It also compares the velocity law with the full terrace diffusion problem, the Jacobian and growth rates with finite differences, and the integrator with an explicit high-order solver. The observed order is 1.998. In a four-hour run with rough Si(111) parameters, 24 steps form two bunches with a narrowest terrace of 4.5 nm, using 183 accepted time steps. Forward Euler is asserted to keep the order at half its stability limit and to lose it at ten times that limit. The closing lines give the sizes of several neglected effects, the largest being repulsion beyond nearest neighbours, which would widen the bunch by about 14%.

## Program and output

```python
"""
Result under test: for steps with inverse-cube repulsion, the implicit stage
    u = R + tau*f(u),   f(u) = a*M*u - M*grad W(u) + C*u
has one and only one ordered solution for every zero-mean R if tau < 1/(4a),
so a stiffly accurate SDIRK method keeps the step order at any stiffness.
u: step displacements from even spacing (nm), mean removed; l: terrace widths.
M: minus the periodic second difference; W = sum beta/(2 l^2); C: desorption.
a: electromigration rate (1/s); beta: repulsion strength (nm^4/s).
The surface descends towards +x; a positive force on adatoms is step-down.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

# ---- rough typical parameters, regime of Si(111) near 1173 K ----
temperature = 1173.0                    # K
kT = const.k * temperature / const.e    # eV
lattice = const.physical_constants["lattice parameter of silicon"][0] * 1e9
atom_area = lattice**2 * np.sqrt(3) / 8         # nm^2 per atom of a bilayer
step_height = lattice / np.sqrt(3)              # nm
row_spacing = lattice * np.sqrt(3 / 8)          # nm
miscut = 0.5                            # degrees
L0 = step_height / np.tan(np.radians(miscut))
repulsion = 0.04                        # eV nm, energy per length = A/l^2
charge, field = 0.1, 7.0                # effective charge number, V/cm
phi = charge * field * 1e-7 / kT        # force/kT, 1/nm
coverage = 0.05                         # adatoms per site, atom_area*c0
diffusivity = 2e9                       # nm^2/s
attach = 2e5                            # nm/s
loss = 5e-5                             # bilayers/s
lifetime = coverage / loss              # s
K = coverage * attach                   # nm/s
a = K * phi / 2
beta = K * repulsion * atom_area / kT
gamma = 1 - 1 / np.sqrt(2)
h_cap = 0.9 / (4 * a * gamma)
N = 24
rng = np.random.default_rng(7)


class StepTrain:
    """Periodic train of steps in the frame of its mean position."""

    def __init__(self, count, loss_rate):
        self.eye = np.eye(count)
        shift = np.roll(self.eye, 1, axis=1)
        self.D = shift - self.eye
        self.M = self.D.T @ self.D
        self.C = -0.5 * loss_rate * (shift - shift.T)
        self.linear = a * self.M + self.C
        self.MDt = self.M @ self.D.T
        self.newton = self.solves = 0
        self.narrowest = np.inf

    def widths(self, u):
        return L0 + self.D @ u

    def rate(self, u):
        return self.linear @ u + beta * (self.MDt @ self.widths(u)**-3)

    def jacobian(self, u):
        return self.linear - (self.MDt * (3 * beta / self.widths(u)**4)) @ self.D

    def stage(self, data, tau, guess):
        """Damped Newton solution of u = data + tau*f(u) inside l > 0."""
        u = guess.copy()
        res = u - data - tau * self.rate(u)
        for _ in range(500):
            self.newton += 1
            d = np.linalg.solve(self.eye - tau * self.jacobian(u), -res)
            change = (self.D @ d) / self.widths(u)
            if np.max(np.abs(change)) < 1e-9:
                u = u + d
                self.solves += 1
                self.narrowest = min(self.narrowest, self.widths(u).min())
                return u
            s = min(1.0, 0.9 / max(np.max(-change), 1e-300))
            size = np.linalg.norm(res)
            while True:
                trial = u + s * d
                new = trial - data - tau * self.rate(trial)
                if np.linalg.norm(new) <= (1 - 1e-4 * s) * size:
                    break
                s /= 2
                if s < 1e-14:
                    raise RuntimeError("line search failed")
            u, res = trial, new
        raise RuntimeError("Newton iteration did not converge")

    def step(self, u, h):
        first = self.stage(u, gamma * h, u)
        slope = (first - u) / (gamma * h)
        return self.stage(u + (1 - gamma) * h * slope, gamma * h, first)


def stiffness(train, u):
    return np.max(-np.linalg.eigvals(train.jacobian(u)).real)


def integrate(train, u, duration, h, tol, stats=None):
    """Step doubling; error measured relative to each terrace width."""
    t = 0.0
    while duration - t > 1e-9:
        now = min(h, duration - t, h_cap)
        coarse = train.step(u, now)
        fine = train.step(train.step(u, now / 2), now / 2)
        err = np.max(np.abs(train.D @ (fine - coarse)) / train.widths(fine)) / 3
        factor = min(2.0, max(0.3, 0.9 * (tol / max(err, 1e-14))**(1 / 3)))
        if err <= tol:
            if stats is not None:
                stats["accepted"] += 1
                stats["euler"] += now * stiffness(train, u) / 2
                stats["largest"] = max(stats["largest"], now)
            clipped = now < min(h, h_cap)
            t, u = t + now, fine
            h = h if clipped else min(h_cap, now * factor)
        else:
            if stats is not None:
                stats["rejected"] += 1
            h = now * factor
    return u, h


def displacements(l):
    u = np.concatenate(([0.0], np.cumsum(l - L0)[:-1]))
    return u - u.mean()


def velocity(x, period):
    """Reduced velocity law written directly in step positions."""
    l = np.roll(x, -1) - x
    l[-1] += period
    back = np.roll(l, 1)
    mu = 2 * repulsion * atom_area * (l**-3 - back**-3)
    bend = np.roll(mu, -1) - 2 * mu + np.roll(mu, 1)
    return -loss * (l + back) / 2 + a * (back - l) + K / (2 * kT) * bend


def terrace_velocity(x, period, diff):
    """Full drift-diffusion-desorption solution on every terrace."""
    def energy(y):
        w = np.roll(y, -1) - y
        w[-1] += period
        return np.sum(repulsion / w**2)
    n, eps = len(x), 1e-3
    mu = np.array([atom_area * (energy(x + eps * e) - energy(x - eps * e))
                   / (2 * eps) for e in np.eye(n)])
    eq = 1 + mu / kT
    l = np.roll(x, -1) - x
    l[-1] += period
    s = np.sqrt(phi**2 / 4 + 1 / (diff * lifetime))
    v = np.zeros(n)
    for i in range(n):
        j, w = (i + 1) % n, l[i]
        g = np.exp(phi * w / 2)
        val = g * np.array([np.cosh(s * w), np.sinh(s * w) / s])
        der = phi / 2 * val + g * np.array([s * np.sinh(s * w), np.cosh(s * w)])
        left = np.array([-diff * phi / 2 - attach, diff])
        right = diff * (der - phi * val) + attach * val
        pq = np.linalg.solve(np.array([left, right]),
                             np.array([-attach * eq[i], attach * eq[j]]))
        v[i] += K * (pq[0] - eq[i])
        v[j] += K * (val @ pq - eq[j])
    return v


# ---- velocity law against the full terrace problem ----
l_test = rng.uniform(20, 60, N)
x_test = np.concatenate(([0.0], np.cumsum(l_test)[:-1]))
v_law = velocity(x_test, l_test.sum())
dev = [np.max(np.abs(terrace_velocity(x_test, l_test.sum(), q * diffusivity)
                     - v_law)) / np.max(np.abs(v_law)) for q in (1, 10)]
assert dev[0] < 0.01 and 7 < dev[0] / dev[1] < 13

# ---- Jacobian and linear growth rates against finite differences ----
train = StepTrain(N, loss)
even = L0 * np.arange(N)


def difference_jacobian(x):
    e = 1e-3
    return np.array([(velocity(x + e * b, N * L0) - velocity(x - e * b, N * L0))
                     / (2 * e) for b in np.eye(N)]).T


l_start = L0 * (1 + 0.1 * rng.uniform(-1, 1, N))
l_start *= L0 / l_start.mean()
u_start = displacements(l_start)
jac_fd = difference_jacobian(even + u_start)
assert np.max(np.abs(jac_fd - train.jacobian(u_start))) < 1e-5 * np.max(np.abs(jac_fd))
m = 2 * (1 - np.cos(2 * np.pi * np.arange(N) / N))
growth = a * m - 3 * beta * m**2 / L0**4
growth_fd = np.linalg.eigvals(difference_jacobian(even)).real
assert np.max(np.abs(np.sort(growth) - np.sort(growth_fd))) < 1e-8

# ---- stage theorem: crossed data, two starting guesses, bounds ----
pinv = np.linalg.pinv(train.M)
project = np.eye(N) - 1 / N
bunched = displacements(np.r_[np.full(N - 1, 5.0), N * L0 - 5.0 * (N - 1)])
crossed, cases, worst_gap = 0, 0, 0.0
for tau in (0.9 / (4 * a), 1e-3 / a):
    S = pinv @ (np.eye(N) - tau * train.C) - tau * a * project
    coercive = 0.25 - tau * a
    for _ in range(20):
        data = 1.5 * L0 * rng.standard_normal(N)
        data -= data.mean()
        crossed += train.widths(data).min() < 0
        cases += 1
        one = train.stage(data, tau, np.zeros(N))
        two = train.stage(data, tau, bunched)
        l = train.widths(one)
        gap = np.max(np.abs(train.widths(two) - l) / l)
        worst_gap = max(worst_gap, gap)
        b = np.linalg.norm(pinv @ data)
        force = b * (1 + np.linalg.norm(S, 2) / coercive) / tau
        floor = (L0**-3 + np.sqrt(N / 2) * force / beta)**(-1 / 3)
        assert gap < 1e-7 and l.min() >= floor > 0
        assert np.linalg.norm(one) <= b / coercive * (1 + 1e-9)
assert crossed > cases // 2

# ---- beyond the sufficient limit a second ordered solution can exist ----
tau_big = 2 / a
pair = brentq(lambda s: s - 4 * tau_big * (a * s - beta * ((L0 - 2 * s)**-3
              - (L0 + 2 * s)**-3)), 1e-2, 0.4999 * L0)
u_pair = pair * (-1.0)**np.arange(N)
assert np.max(np.abs(u_pair - tau_big * train.rate(u_pair))) < 1e-6
assert np.max(np.abs(tau_big * train.rate(np.zeros(N)))) < 1e-9
assert pair > 1 and train.widths(u_pair).min() > 0

# ---- linear stability of the two-stage method, from its stages ----
for z in np.r_[1j * np.logspace(-3, 6, 200), -np.logspace(-3, 9, 200)]:
    y1 = 1 / (1 - gamma * z)
    y2 = (1 + (1 - gamma) * z * y1) / (1 - gamma * z)
    assert abs(y2) <= 1 + 1e-12
assert abs(y2) < 1e-7

# ---- order and adaptive accuracy against an explicit high-order solver ----
ref = solve_ivp(lambda t, x: velocity(x, N * L0), (0, 600), even + u_start,
                method="DOP853", rtol=1e-10, atol=1e-9, t_eval=[400, 600])
assert ref.success


def ref_widths(k):
    l = np.roll(ref.y[:, k], -1) - ref.y[:, k]
    l[-1] += N * L0
    return l


fixed = []
for h in (2.0, 1.0):
    u = u_start.copy()
    for _ in range(int(400 / h)):
        u = train.step(u, h)
    fixed.append(np.linalg.norm(train.widths(u) - ref_widths(0)))
order = np.log2(fixed[0] / fixed[1])
assert 1.7 < order < 2.3
adaptive = []
for tol in (1e-4, 1e-6):
    u, _ = integrate(train, u_start, 600.0, 1.0, tol)
    adaptive.append(np.max(np.abs(train.widths(u) / ref_widths(1) - 1)))
assert adaptive[1] < 0.03 and adaptive[0] > 8 * adaptive[1]

# ---- stationary bunch without desorption against the width law ----
stationary = []
for count in (12, 24, 48):
    still = StepTrain(count, 0.0)
    l = np.r_[np.full(count - 1, 5.0), count * L0 - 5.0 * (count - 1)]
    u, _ = integrate(still, displacements(l), 3e4, 0.01, 1e-4)
    assert np.max(np.abs(still.rate(u))) < 1e-6
    law = (8 * beta / (a * L0 * count**2))**(1 / 3)
    stationary.append((count, still.widths(u).min(), law))
excess = [w / law - 1 for _, w, law in stationary]
assert excess[0] > excess[1] > excess[2] > 0 and excess[1] < 0.1

print(f"kT = {kT:.5f} eV; atom area = {atom_area:.5f} nm^2; step height = {step_height:.4f} nm")
print(f"Miscut = {miscut} deg; mean terrace L0 = {L0:.3f} nm; steps N = {N}")
print(f"Repulsion A = {repulsion} eV nm; charge number = {charge}; field = {field} V/cm")
print(f"Adatom coverage = {coverage}; D = {diffusivity:.1e} nm^2/s; k = {attach:.1e} nm/s")
print(f"Desorption r = {loss:.1e} bilayer/s; adatom lifetime = {lifetime:.0f} s")
print(f"phi = {phi:.4e} 1/nm; K = {K:.3e} nm/s; d = D/k = {diffusivity/attach:.3e} nm")
print(f"Drive a = {a:.4e} 1/s; repulsion beta = {beta:.2f} nm^4/s")
print(f"Fastest linear growth rate = {growth.max():.4e} 1/s")
print(f"Stage limit 1/(4a) = {1/(4*a):.2f} s; capped full step = {h_cap:.2f} s")
print(f"Velocity law deviation: {dev[0]:.2e} at D, {dev[1]:.2e} at 10 D (relative)")
print(f"Stage data with crossed steps: {crossed} of {cases}; all solutions ordered")
print(f"Largest relative gap between two starts = {worst_gap:.1e}")
print(f"Second solution at tau = 2/a: alternating displacement = {pair:.3f} nm")
print(f"Observed order = {order:.3f}; errors at h = 2, 1 s: {fixed[0]:.2e}, {fixed[1]:.2e} nm")
print(f"Width error at 600 s: {adaptive[0]:.2e} (tol 1e-4), {adaptive[1]:.2e} (tol 1e-6), relative")
for count, width, law in stationary:
    print(f"Stationary bunch N = {count}: l_min = {width:.4f} nm, law = {law:.4f} nm")

# ---- worked example: four hours of annealing ----
example = StepTrain(N, loss)
stats = {"accepted": 0, "rejected": 0, "euler": 0.0, "largest": 0.0}
print(f"Start: narrowest = {l_start.min():.2f} nm, widest = {l_start.max():.2f} nm")
u, h, t = u_start.copy(), 1.0, 0.0
for hours in (0.1, 0.25, 0.5, 1.0, 2.0, 4.0):
    u, h = integrate(example, u, hours * 3600 - t, h, 1e-4, stats)
    t = hours * 3600
    l = example.widths(u)
    tight = l < L0 / 2
    groups = np.sum(tight & ~np.roll(tight, 1))
    print(f"t = {hours} h: bunches = {groups}, l_min = {l.min():.3f} nm, "
          f"l_max = {l.max():.2f} nm, next step = {h:.2f} s")
assert example.narrowest > 0
l = np.roll(l, -(np.argmax(l) + 1))     # widest terrace placed last
longest = run = 0
for w in l:
    run = run + 1 if w < L0 / 2 else 0
    longest = max(longest, run)
print("Final widths (nm), first half:", " ".join(f"{w:.2f}" for w in l[:N // 2]))
print("Final widths (nm), second half:", " ".join(f"{w:.2f}" for w in l[N // 2:]))
print(f"Steps in largest bunch = {longest + 1 if longest else 0}")
print(f"Steepest local slope = {np.degrees(np.arctan(step_height / l.min())):.2f} deg")
print(f"Accepted steps = {stats['accepted']}, rejected = {stats['rejected']}, "
      f"largest = {stats['largest']:.2f} s")
print(f"Newton iterations per stage = {example.newton / example.solves:.2f}")
print(f"Narrowest terrace over all stages = {example.narrowest:.3f} nm")

# ---- forward Euler on the compressed final state ----
lam = stiffness(example, u)
limit = 2 / lam


def euler_keeps_order(h, steps):
    y = u.copy()
    for _ in range(steps):
        y = y + h * example.rate(y)
        w = example.widths(y)
        if not np.all(np.isfinite(w)) or w.min() <= 0:
            return False
    return True


assert euler_keeps_order(0.5 * limit, 400)
assert not euler_keeps_order(10 * limit, 400)
assert stats["euler"] > 5 * stats["accepted"]
print(f"Final fastest decay = {lam:.3f} 1/s; forward Euler limit = {limit:.4e} s")
print(f"Forward Euler steps needed for the whole run = {stats['euler']:.3e}")

# ---- sizes of neglected effects ----
mu_ratio = 2 * repulsion * atom_area / kT * np.max(np.abs(l**-3 - np.roll(l, 1)**-3))
pos = np.concatenate(([0.0], np.cumsum(l[:-1])))
j = int(np.argmin(l))
straddle = sum((pos[q] - pos[p])**-3.0 for p in range(j + 1)
               for q in range(j + 1, N)) * l[j]**3
print(f"Neglected: widest terrace/(2d) = {l.max() * attach / (2 * diffusivity):.4f}")
print(f"Neglected: largest |mu|/kT = {mu_ratio:.2e}")
print(f"Neglected: adatoms swept by moving steps, order = {coverage:.2f}")
print(f"Neglected: all-pair/nearest force at l_min = {straddle:.3f}, width factor = {straddle**(1/3):.3f}")
print(f"Neglected: widest terrace/desorption length = {l.max() / np.sqrt(diffusivity * lifetime):.2e}")
print(f"Neglected: l_min/atomic row spacing = {l.min() / row_spacing:.2f}")
print("ALL CHECKS PASSED")
```

It prints:

```
kT = 0.10108 eV; atom area = 0.06386 nm^2; step height = 0.3136 nm
Miscut = 0.5 deg; mean terrace L0 = 35.930 nm; steps N = 24
Repulsion A = 0.04 eV nm; charge number = 0.1; field = 7.0 V/cm
Adatom coverage = 0.05; D = 2.0e+09 nm^2/s; k = 2.0e+05 nm/s
Desorption r = 5.0e-05 bilayer/s; adatom lifetime = 1000 s
phi = 6.9251e-07 1/nm; K = 1.000e+04 nm/s; d = D/k = 1.000e+04 nm
Drive a = 3.4626e-03 1/s; repulsion beta = 252.71 nm^4/s
Fastest linear growth rate = 6.5868e-03 1/s
Stage limit 1/(4a) = 72.20 s; capped full step = 221.86 s
Velocity law deviation: 4.91e-03 at D, 4.93e-04 at 10 D (relative)
Stage data with crossed steps: 40 of 40; all solutions ordered
Largest relative gap between two starts = 1.1e-14
Second solution at tau = 2/a: alternating displacement = 6.796 nm
Observed order = 1.998; errors at h = 2, 1 s: 7.51e-04, 1.88e-04 nm
Width error at 600 s: 1.27e-03 (tol 1e-4), 7.95e-05 (tol 1e-6), relative
Stationary bunch N = 12: l_min = 5.1086 nm, law = 4.8324 nm
Stationary bunch N = 24: l_min = 3.1473 nm, law = 3.0442 nm
Stationary bunch N = 48: l_min = 1.9571 nm, law = 1.9177 nm
Start: narrowest = 32.69 nm, widest = 39.32 nm
t = 0.1 h: bunches = 0, l_min = 21.051 nm, l_max = 62.06 nm, next step = 40.17 s
t = 0.25 h: bunches = 5, l_min = 11.328 nm, l_max = 125.96 nm, next step = 23.98 s
t = 0.5 h: bunches = 4, l_min = 7.046 nm, l_max = 207.03 nm, next step = 25.87 s
t = 1.0 h: bunches = 3, l_min = 6.787 nm, l_max = 288.66 nm, next step = 37.33 s
t = 2.0 h: bunches = 2, l_min = 4.729 nm, l_max = 390.04 nm, next step = 138.21 s
t = 4.0 h: bunches = 2, l_min = 4.538 nm, l_max = 588.98 nm, next step = 221.86 s
Final widths (nm), first half: 6.32 5.25 4.82 4.61 4.54 4.55 4.64 4.82 5.09 5.49 6.10 7.13
Final widths (nm), second half: 9.29 140.05 10.23 7.78 6.67 6.05 5.71 5.57 5.62 5.97 7.03 588.98
Steps in largest bunch = 14
Steepest local slope = 3.95 deg
Accepted steps = 183, rejected = 29, largest = 221.86 s
Newton iterations per stage = 3.56
Narrowest terrace over all stages = 4.538 nm
Final fastest decay = 24.940 1/s; forward Euler limit = 8.0193e-02 s
Forward Euler steps needed for the whole run = 1.178e+05
Neglected: widest terrace/(2d) = 0.0294
Neglected: largest |mu|/kT = 2.00e-04
Neglected: adatoms swept by moving steps, order = 0.05
Neglected: all-pair/nearest force at l_min = 1.495, width factor = 1.143
Neglected: widest terrace/desorption length = 4.16e-04
Neglected: l_min/atomic row spacing = 13.65
ALL CHECKS PASSED
```
